# Gutzwiller Similarity Transform of the Hubbard Model and the Dimer Determinant: a program that tests the result

```python
"""
Gutzwiller similarity transform of the Hubbard model.
Result under test, with D = sum_i n_iup n_idown and real J:
  exp(-J D) H exp(J D) has each hop a+_is a_js multiplied by
  exp(J (n_j - n_i)), where n_i, n_j count electrons of opposite spin.
For two sites and two electrons, exp(-J D) Psi is one determinant when
J = -arsinh(U / 4t).  Psi: ground state, t: hopping, U: site repulsion.
Energies are in units of t.  Spin orbital number = 2 * site + spin.
"""
from functools import reduce
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


class Lattice:
    """Fermion operators in the full Fock space (Jordan-Wigner)."""

    def __init__(self, sites):
        self.sites = sites
        modes = 2 * sites
        lower = np.array([[0.0, 1.0], [0.0, 0.0]])
        sign, one = np.diag([1.0, -1.0]), np.eye(2)
        self.a = [reduce(np.kron, [sign] * p + [lower]
                         + [one] * (modes - p - 1)) for p in range(modes)]
        self.n = [op.T @ op for op in self.a]
        self.double = sum(self.n[2 * i] @ self.n[2 * i + 1]
                          for i in range(sites))
        self.count = np.rint(np.diag(sum(self.n))).astype(int)

    def bare(self, hop, U):
        H = U * self.double.astype(complex)
        for i in range(self.sites):
            for j in range(self.sites):
                for s in (0, 1):
                    H += hop[i, j] * self.a[2*i+s].T @ self.a[2*j+s]
        return H

    def dressed(self, hop, U, J, form="exponential"):
        H = U * self.double.astype(complex)
        unit = np.eye(len(self.count))
        for i in range(self.sites):
            for j in range(self.sites):
                if hop[i, j] == 0:
                    continue
                for s in (0, 1):
                    ni, nj = self.n[2*i+1-s], self.n[2*j+1-s]
                    if i == j:
                        factor = unit
                    elif form == "exponential":
                        factor = np.diag(np.exp(J * np.diag(nj - ni)))
                    else:
                        factor = (unit + (np.exp(J) - 1) * nj
                                  + (np.exp(-J) - 1) * ni)
                        if form == "polynomial":
                            factor = factor - 2*(np.cosh(J)-1) * ni @ nj
                    H += (hop[i, j] * self.a[2*i+s].T
                          @ self.a[2*j+s] @ factor)
        return H

    def sector(self, H, electrons):
        keep = np.flatnonzero(self.count == electrons)
        return H[np.ix_(keep, keep)]

    def ground(self, H, electrons):
        keep = np.flatnonzero(self.count == electrons)
        values, vectors = np.linalg.eigh(H[np.ix_(keep, keep)])
        state = np.zeros(len(self.count), dtype=complex)
        state[keep] = vectors[:, 0]
        return values[0], state

    def defect(self, state):
        """Tr(gamma - gamma^2): zero only for a single determinant."""
        state = state / np.linalg.norm(state)
        removed = np.array([op @ state for op in self.a]).T
        gamma = removed.conj().T @ removed
        return np.trace(gamma - gamma @ gamma).real

    def best_J(self, state):
        """J that brings exp(-J D) state closest to a determinant."""
        d = np.diag(self.double)

        def f(J):
            return self.defect(np.exp(-J * d) * state)

        grid = np.linspace(-6, 6, 241)
        centre = grid[np.argmin([f(J) for J in grid])]
        found = minimize_scalar(f, bounds=(centre - 0.06, centre + 0.06),
                                method="bounded", options={"xatol": 1e-10})
        return found.x, found.fun


def chain(sites, t):
    return -t * (np.eye(sites, k=1) + np.eye(sites, k=-1))


# Operator identity on three sites, random complex Hermitian hopping
rng = np.random.default_rng(7)
three = Lattice(3)
raw = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
hop3 = raw + raw.conj().T
J_test, U_test = -0.7, 2.3
H3 = three.bare(hop3, U_test)
by_definition = (expm(-J_test * three.double) @ H3
                 @ expm(J_test * three.double))
errors = {}
for form in ("exponential", "polynomial", "two-body"):
    errors[form] = np.abs(
        by_definition - three.dressed(hop3, U_test, J_test, form)).max()
assert errors["exponential"] < 1e-11
assert errors["polynomial"] < 1e-11
assert errors["two-body"] > 1e-2
hop_op = three.a[0].T @ three.a[2]
commutator = hop_op @ three.double - three.double @ hop_op
assert np.allclose(commutator, hop_op @ (three.n[3] - three.n[1]))

# Dimer with two electrons
t, U = 1.0, 4.0
dimer = Lattice(2)
hop2 = chain(2, t)
H2 = dimer.bare(hop2, U)
E, psi = dimer.ground(H2, 2)
J_found, defect_found = dimer.best_J(psi)
J = -np.arcsinh(U / (4 * t))
assert abs(J_found - J) < 1e-6      # flat minimum limits the accuracy
assert abs(defect_found) < 1e-10
assert abs(E + 2 * t * np.exp(J)) < 1e-12
assert abs(E - (U - np.sqrt(U**2 + 16 * t**2)) / 2) < 1e-12

vacuum = np.zeros(16)
vacuum[0] = 1.0
bond_up = (dimer.a[0].T + dimer.a[2].T) / np.sqrt(2)
bond_down = (dimer.a[1].T + dimer.a[3].T) / np.sqrt(2)
phi = bond_up @ bond_down @ vacuum
Hbar = dimer.dressed(hop2, U, J)
d2 = np.diag(dimer.double)
left = np.exp(2 * J * d2) * phi
assert np.linalg.norm(Hbar @ phi - E * phi) < 1e-12
assert np.linalg.norm(left @ Hbar - E * left) < 1e-12
assert dimer.defect(left) > 0.1 and dimer.defect(psi) > 0.1
assert np.abs(Hbar - Hbar.conj().T).max() > 0.1
assert np.allclose(dimer.sector(Hbar, 2), dimer.sector(
    dimer.dressed(hop2, U, J, "two-body"), 2))

# Singlet block of the transformed dimer
covalent = np.where(d2 == 0, phi, 0) * np.sqrt(2)
ionic = np.where(d2 == 1, phi, 0) * np.sqrt(2)
pair = np.array([covalent, ionic])
block = (pair @ Hbar @ pair.T).real
assert np.allclose(block, [[0, -2*t*np.exp(J)], [-2*t*np.exp(-J), U]])
levels = np.linalg.eigvalsh(dimer.sector(H2, 2))
upper = (U + np.sqrt(U**2 + 16 * t**2)) / 2
assert np.allclose(levels, sorted([E, 0, 0, 0, U, upper]))

# Projected energy, residual and Gutzwiller expectation value
rows = []
for trial in (0.0, J / 2, J, 2 * J):
    image = dimer.dressed(hop2, U, trial) @ phi
    projected = (phi @ image).real
    residual = np.linalg.norm(image - projected * phi)
    wave = np.exp(trial * d2) * phi
    rayleigh = (wave @ H2 @ wave).real / (wave @ wave)
    assert abs(projected - (U/2 - 2*t*np.cosh(trial))) < 1e-12
    assert abs(residual - abs(U + 4*t*np.sinh(trial)) / 2) < 1e-12
    assert rayleigh > E - 1e-12
    rows.append((trial, projected, residual, rayleigh))
assert rows[3][1] < E - 0.1

# Double occupancy from three roads
D_psi = (psi.conj() @ dimer.double @ psi).real
D_pair = (left @ dimer.double @ phi) / (left @ phi)
D_phi = phi @ dimer.double @ phi
step = 1e-4
slope = (dimer.ground(dimer.bare(hop2, U + step), 2)[0]
         - dimer.ground(dimer.bare(hop2, U - step), 2)[0]) / (2 * step)
assert abs(D_psi - D_pair) < 1e-12
assert abs(D_psi - np.exp(2*J) / (1 + np.exp(2*J))) < 1e-12
assert abs(D_psi - slope) < 1e-7

# J against U, found numerically from the determinant condition
sweep = []
for U_k in (-4.0, 1.0, 2.0, 8.0, 12.0):
    E_k, psi_k = dimer.ground(dimer.bare(hop2, U_k), 2)
    J_k, defect_k = dimer.best_J(psi_k)
    assert abs(J_k + np.arcsinh(U_k / (4 * t))) < 1e-6
    assert abs(defect_k) < 1e-10
    sweep.append((U_k, J_k, E_k))

# Half-filled open chain of four sites
four = Lattice(4)
hop4 = chain(4, t)
H4 = four.bare(hop4, U)
E4, psi4 = four.ground(H4, 4)
J4, defect4 = four.best_J(psi4)
defect4_bare = four.defect(psi4)
assert 1e-3 < defect4 < defect4_bare
spectra = {}
for form in ("exponential", "two-body"):
    matrix = four.sector(four.dressed(hop4, U, J, form), 4)
    spectra[form] = np.sort(np.linalg.eigvals(matrix).real)
exact4 = np.linalg.eigvalsh(four.sector(H4, 4))
assert np.abs(spectra["exponential"] - exact4).max() < 1e-7
E4_cut = spectra["two-body"][0]
assert abs(E4_cut - E4) > 1e-3

print("Three sites, random hopping, J = %.1f, U = %.1f" % (J_test, U_test))
for form, error in errors.items():
    print("  largest matrix error, %s form: %.1e" % (form, error))
print("Dimer, two electrons: t = %.1f, U = %.1f (units of t)" % (t, U))
print("  J from formula: %.6f" % J)
print("  J from determinant search: %.6f" % J_found)
print("  factor exp(J), hop removing a pair: %.6f" % np.exp(J))
print("  factor exp(-J), hop making a pair: %.6f" % np.exp(-J))
print("  ground energy: %.6f t" % E)
print("  one-electron ground energy: %.6f t" % dimer.ground(H2, 1)[0])
print("  Tr(gamma-gamma^2) of Psi: %.6f" % dimer.defect(psi))
print("  Tr(gamma-gamma^2) of exp(-JD)Psi: %.1e" % abs(defect_found))
print("  Tr(gamma-gamma^2) of left vector: %.6f" % dimer.defect(left))
print("  singlet block row 1: %.6f %.6f t" % tuple(block[0]))
print("  singlet block row 2: %.6f %.6f t" % tuple(block[1]))
print("  J, projected energy, residual, Gutzwiller mean energy (t):")
for row in rows:
    print("   %9.6f %10.6f %9.6f %10.6f" % tuple(x + 0.0 for x in row))
print("  double occupancy <D>, true state: %.6f" % D_psi)
print("  <D> from left and right vectors: %.6f" % D_pair)
print("  <D> from slope dE/dU: %.6f" % slope)
print("  <D> from determinant alone: %.6f" % D_phi)
print("Dimer sweep: U (t), J from search, ground energy (t)")
for row in sweep:
    print("  %6.1f %10.6f %10.6f" % row)
print("Four-site open chain, four electrons, U = %.1f t" % U)
print("  ground energy: %.6f t" % E4)
print("  Tr(gamma-gamma^2) at J = 0: %.6f" % defect4_bare)
print("  smallest value for J in [-6, 6]: %.6f" % defect4)
print("  reached at J = %.4f" % J4)
print("  energy without three-body term, J = %.4f: %.6f t" % (J, E4_cut))
print("  shift from dropping it: %.6f t" % (E4_cut - E4))
print("all assertions hold")
```

Printed output:

```
Three sites, random hopping, J = -0.7, U = 2.3
  largest matrix error, exponential form: 4.4e-16
  largest matrix error, polynomial form: 4.4e-16
  largest matrix error, two-body form: 6.9e-01
Dimer, two electrons: t = 1.0, U = 4.0 (units of t)
  J from formula: -0.881374
  J from determinant search: -0.881374
  factor exp(J), hop removing a pair: 0.414214
  factor exp(-J), hop making a pair: 2.414214
  ground energy: -0.828427 t
  one-electron ground energy: -1.000000 t
  Tr(gamma-gamma^2) of Psi: 0.500000
  Tr(gamma-gamma^2) of exp(-JD)Psi: 0.0e+00
  Tr(gamma-gamma^2) of left vector: 0.888889
  singlet block row 1: 0.000000 -0.828427 t
  singlet block row 2: -4.828427 4.000000 t
  J, projected energy, residual, Gutzwiller mean energy (t):
    0.000000  -0.000000  2.000000  -0.000000
   -0.440687  -0.197368  1.089820  -0.648787
   -0.881374  -0.828427  0.000000  -0.828427
   -1.762747  -4.000000  3.656854  -0.552285
  double occupancy <D>, true state: 0.146447
  <D> from left and right vectors: 0.146447
  <D> from slope dE/dU: 0.146447
  <D> from determinant alone: 0.500000
Dimer sweep: U (t), J from search, ground energy (t)
    -4.0   0.881374  -4.828427
     1.0  -0.247466  -1.561553
     2.0  -0.481212  -1.236068
     8.0  -1.443635  -0.472136
    12.0  -1.818446  -0.324555
Four-site open chain, four electrons, U = 4.0 t
  ground energy: -1.953145 t
  Tr(gamma-gamma^2) at J = 0: 0.988900
  smallest value for J in [-6, 6]: 0.125978
  reached at J = -0.8843
  energy without three-body term, J = -0.8814: -2.102688 t
  shift from dropping it: -0.149542 t
all assertions hold
```
